# Valley interference in the Heitler-London exchange of two silicon donors, part 1

(Sections cited here and not found follow in the second part.)

## 1. Two valleys on one axis

Consider an electron bound to a donor at position \(A\), in a crystal with just two conduction minima, at wavenumbers \(\pm k_0\) along \(x\). Take plane waves for the Bloch functions and one smooth, real, normalized envelope \(F\). The even combination of the valleys is

\[
\psi_A=\sqrt2\,F_A\cos k_0(x-x_A),\qquad F_A=F(\mathbf r-\mathbf R_A).
\]

A second donor at \(B\) has the same state about its own centre. With \(X=x_B-x_A\), the product of the two orbitals is

\[
\psi_A\psi_B=F_AF_B\left[\cos k_0X+\cos k_0(2x-x_A-x_B)\right].
\]

The last cosine oscillates many times within the envelope and nearly integrates to zero. Hence

\[
S=\langle\psi_A|\psi_B\rangle\simeq s\cos k_0X,\qquad s=\int F_AF_B\,d^3r .
\]

The density of one donor is \(\psi_A^2=F_A^2[1+\cos2k_0(x-x_A)]\), whose smooth part is \(F_A^2\), with no dependence on the position of the other donor.

Exchange requires each electron to pass from one orbital to the other. The product \(\psi_A\psi_B\) therefore enters twice, and the exchange energy acquires the factor \(\cos^2k_0X\). Moving a donor by a fraction of a nanometre can change this factor from one to nearly zero, while \(F_AF_B\) hardly changes. Silicon has six valleys. If all of them share one isotropic envelope, the square of one cosine becomes the square of an average of three.

## 2. The donor state and its assumptions

The silicon conduction minima lie at \(\mathbf k_\mu=\pm k_0\hat{\mathbf x},\pm k_0\hat{\mathbf y},\pm k_0\hat{\mathbf z}\). Both donors occupy sites of the same fcc sublattice, so that \(\mathbf R=\mathbf R_B-\mathbf R_A=(X,Y,Z)\) is a lattice vector. The donor wavefunction is

\[
\psi_A(\mathbf r)=\frac1{\sqrt6}\sum_\mu F_A(\mathbf r)\,u_\mu(\mathbf r)\,
e^{i\mathbf k_\mu\cdot(\mathbf r-\mathbf R_A)} .
\]

The functions \(u_\mu\) have the lattice period and are normalized so that the cell average of \(|u_\mu|^2\) is one. Since \(\mathbf R\) is a lattice vector, the same \(u_\mu(\mathbf r)\) serves for both donors. Their relative phases are fixed by the tetrahedral rotations and reflections about a donor site, which carry one valley function into another. The sum with equal coefficients is then the fully symmetric state, called \(A_1\).

The envelope is isotropic:

\[
F(\mathbf r)=\frac{e^{-r/a}}{\sqrt{\pi a^3}},\qquad
a=\frac{\kappa}{m^*}\,a_0 ,
\]

where \(a_0\) is the Bohr radius, \(\kappa\) the dielectric constant and \(m^*\) the effective mass in electron masses. Lengths in units of \(a\) and energies in units of \(m^*/\kappa^2\) hartree reduce the envelope problem to hydrogen. These effective units are used below unless a unit is written. The real valleys have different longitudinal and transverse masses; replacing them by one mass is a model assumption.

**Why the symmetric state.** The short-range potential near the donor nucleus, called the central-cell potential, couples the valleys. Let its matrix element be \(-\delta_g\) between opposite valleys and \(-\delta_f\) between perpendicular ones. The diagonal element is common to all six and is omitted. There are three kinds of eigenvector.

- Equal coefficients: each valley couples to one opposite and four perpendicular ones, so \(E(A_1)=-\delta_g-4\delta_f\).
- Opposite signs on one opposite pair, zero elsewhere: the perpendicular contributions cancel, so \(E(T_2)=+\delta_g\), three times.
- Equal coefficients \(c_x,c_y,c_z\) within each opposite pair, with \(c_x+c_y+c_z=0\): the row for \(x\) gives \(-\delta_gc_x-2\delta_f(c_y+c_z)=(-\delta_g+2\delta_f)c_x\), so \(E(E)=-\delta_g+2\delta_f\), twice.

For positive \(\delta_g\) and \(\delta_f\), \(A_1\) lies below \(T_2\) by \(2\delta_g+4\delta_f\) and below \(E\) by \(6\delta_f\). With the chosen values \(\delta_g=1.5\) meV and \(\delta_f=2.0\) meV, the levels are \(-9.5\), \(1.5\) and \(2.5\) meV. The exchange calculation assumes that these splittings are large compared with \(J\), so that one orbital per donor suffices.

The central cell enters here solely by selecting \(A_1\). Its contraction of the envelope and its further matrix elements in the two-donor problem are left out.

## 3. Heitler-London energies

The orbitals can be chosen real, because \(A_1\) is nondegenerate and the one-electron Hamiltonian without a magnetic field is real. The singlet has a symmetric spatial function and the triplet an antisymmetric one:

\[
\Phi_\pm=\frac{\psi_A(1)\psi_B(2)\pm\psi_B(1)\psi_A(2)}{\sqrt{2(1\pm S^2)}} .
\]

Define \(D=\langle AB|H|AB\rangle\) and \(X_{\rm ex}=\langle AB|H|BA\rangle\), where the first letter belongs to electron 1. The two diagonal terms of \(\langle\Phi_\pm|H|\Phi_\pm\rangle\) are equal, and so are the two crossed terms. Therefore

\[
E_\pm=\frac{D\pm X_{\rm ex}}{1\pm S^2}.
\]

The exchange coupling is defined as \(J=E_T-E_S=E_--E_+\), positive when the singlet is lower. Over a common denominator,

\[
J=\frac{(D-X_{\rm ex})(1+S^2)-(D+X_{\rm ex})(1-S^2)}{1-S^4}
=\frac{2(S^2D-X_{\rm ex})}{1-S^4}.
\]

**Cancellation of the one-donor energy.** Write the Hamiltonian as

\[
H=\sum_{i=1}^{2}\left[h_0(i)-\frac1{r_{iA}}-\frac1{r_{iB}}\right]+\frac1{r_{12}}+\frac1R ,
\]

where \(h_0\) is the band Hamiltonian and \(1/R\) is the repulsion of the donor ions. Each orbital is taken to solve its own donor problem, \((h_0-1/r_A)\psi_A=\varepsilon\psi_A\), and likewise for \(B\). Acting on \(|AB\rangle\), the Hamiltonian leaves the attraction of electron 1 to \(B\) and of electron 2 to \(A\):

\[
D=2\varepsilon-2v+C+\frac1R .
\]

Acting on \(|BA\rangle\), it leaves the attraction of electron 1 to \(A\) and of electron 2 to \(B\). Each of these comes with one overlap from the other electron:

\[
X_{\rm ex}=2\varepsilon S^2-2SW+K_\psi+\frac{S^2}{R}.
\]

The integrals are

\[
v=\langle\psi_A|r_B^{-1}|\psi_A\rangle,\qquad
W=\langle\psi_A|r_A^{-1}|\psi_B\rangle,
\]
\[
C=\iint\frac{\psi_A^2(1)\psi_B^2(2)}{r_{12}},\qquad
K_\psi=\iint\frac{(\psi_A\psi_B)(1)\,(\psi_A\psi_B)(2)}{r_{12}} .
\]

Interchanging \(A\) and \(B\) in \(v\) or \(W\) gives the other attraction of the same kind. The two are equal for the spherical envelopes used below; for general orbitals \(v\) and \(W\) stand for the averages of the two.

In \(S^2D-X_{\rm ex}\) the terms with \(\varepsilon\) and with \(1/R\) cancel:

\[
J=\frac{2}{1-S^4}\left[S^2(C-2v)+2SW-K_\psi\right].
\tag{1}
\]

The term \(2SW\) favours the singlet: in the spatially symmetric state the overlap charge is attracted to the ions. The term \(-K_\psi\) is the self-repulsion of that charge and favours the triplet.

## 4. Separating the valley phases

Insert the valley sums into the product of orbitals:

\[
\psi_A^*\psi_B=\frac{F_AF_B}{6}\sum_{\mu\nu}u_\mu^*u_\nu\,
e^{i(\mathbf k_\nu-\mathbf k_\mu)\cdot\mathbf r}\,
e^{i\mathbf k_\mu\cdot\mathbf R_A-i\mathbf k_\nu\cdot\mathbf R_B}.
\]

The periodic function \(u_\mu^*u_\nu\) is a Fourier sum over reciprocal lattice vectors \(\mathbf G\). Each term of the product therefore carries a wavevector \(\mathbf q=\mathbf k_\nu-\mathbf k_\mu+\mathbf G\). It vanishes when \(\mu=\nu\) and \(\mathbf G=0\), and that term has coefficient one by the normalization of \(u_\mu\). For different valleys \(\mathbf q\) does not vanish, because the six minima are not equivalent by a reciprocal lattice vector.

Keep the terms with \(\mathbf q=0\). Their phase is \(e^{i\mathbf k_\mu\cdot(\mathbf R_A-\mathbf R_B)}=e^{-i\mathbf k_\mu\cdot\mathbf R}\), so

\[
\psi_A^*\psi_B\;\to\;F_AF_B\,\frac16\sum_\mu e^{-i\mathbf k_\mu\cdot\mathbf R}=g\,F_AF_B .
\]

Opposite valleys combine as \(e^{-ik_0X}+e^{ik_0X}=2\cos k_0X\), so that

\[
g(\mathbf R)=\frac13\left(\cos k_0X+\cos k_0Y+\cos k_0Z\right).
\tag{2}
\]

For \(|\psi_A|^2\) the two centres coincide, the surviving phases are all one, and \(|\psi_A|^2\to F_A^2\).

Let \(s,w,K\) be the integrals \(S,W,K_\psi\) with \(\psi\) replaced by \(F\). Then \(S=gs\), \(W=gw\) and \(K_\psi=g^2K\), while \(C\) and \(v\) take their envelope values without any factor. Every term in the bracket of (1) contains exactly two factors \(g\):

\[
\boxed{J=\frac{2g^2N}{1-g^4s^4},\qquad N=s^2(C-2v)+2sw-K .}
\tag{3}
\]

For \(g=1\) this is the hydrogenic result \(J_0=2N/(1-s^4)\). When \(s^4\ll1\), \(J\simeq g^2J_0\).

Since \(g^2\ge0\), interference in the averaged law (3) can suppress the coupling but cannot reverse its sign. The largest value, \(g^2=1\), requires the three cosines to be all \(+1\) or all \(-1\).

**The same law as a double sum.** Because \(g\) is real,

\[
g^2=\left|\frac16\sum_\mu e^{-i\mathbf k_\mu\cdot\mathbf R}\right|^2
=\frac1{36}\sum_{\mu\nu}\cos[(\mathbf k_\mu-\mathbf k_\nu)\cdot\mathbf R].
\]

This shows the oscillation as interference between pairs of valleys. The imaginary parts cancel when \(\mu\) and \(\nu\) are exchanged.

**Role of the isotropic envelope.** If the envelope depends on the valley axis \(i\), the same averaging gives \(S=\frac13\sum_i s_i\cos k_0X_i\), with \(X_i\) the components of \(\mathbf R\), and \(K_\psi=\frac19\sum_{ij}K_{ij}\cos k_0X_i\cos k_0X_j\). The coupling still depends on the valley phases, but the bracket of (1) is then a general quadratic form in the three cosines and no longer proportional to a perfect square. The cosines can also carry very unequal weights, which limits the example of Section 10.

## 5. What the averaging neglects

**Smooth overlap.** The smallest nonzero \(|\mathbf q|\) is a lower limit for the wavevectors of the neglected terms, whether or not the Bloch functions give that particular term a nonzero coefficient. For \(k_0=0.85\,(2\pi/a_{\rm lat})\), with \(a_{\rm lat}\) the lattice constant, opposite valleys differ by \(1.70\,(2\pi/a_{\rm lat})\). The reciprocal vector of length \(2\,(2\pi/a_{\rm lat})\) reduces this to \(0.30\,(2\pi/a_{\rm lat})\). For the example of the second half, and with \(\mathbf q\) along the line joining the donors, the corresponding Fourier component of \(F_AF_B\) is \(0.0003\) of \(s\); with \(\mathbf q\) across that line it is \(0.0004\) of \(s\).

**Attraction near an ion.** The potential \(1/r_A\) is singular and has larger Fourier components. Where the rest of the integrand is smooth,

\[
\int\frac{f(\mathbf r)e^{i\mathbf q\cdot\mathbf r}}{r}\,d^3r\simeq\frac{4\pi f(0)}{q^2}.
\]

For \(W\), \(f(0)=F(0)F(R)=e^{-R}/\pi\). With plane-wave valleys, each \(\nu\) has one partner \(\mu\) at \(q^2=4k_0^2\) and four at \(q^2=2k_0^2\). Since \(\frac1{4k_0^2}+\frac4{2k_0^2}=\frac9{4k_0^2}\), the leading correction is

\[
\delta W\simeq 4e^{-R}\,\frac{9}{4k_0^2}\,\frac16\sum_\nu e^{-i\mathbf k_\nu\cdot\mathbf R}
=\frac{9\,g\,e^{-R}}{k_0^2}.
\]

It falls as \(1/(k_0a)^2\) and is itself proportional to \(g\). The repulsion \(K_\psi\) has corrections of the same order in \(1/(k_0a)\), but they do not vanish with \(g\). Where the overlap \(S\) is zero, (1) reduces to \(J=-2K_\psi\), a small negative value, so the interference law fails close to a zero of \(g\).

This was tested by keeping all 36 valley pairs in every integral of (1), for plane-wave valleys and an envelope made of five Gaussians. Three separations near \(3.9a\) were used, with \(g\) close to \(1\), \(1/3\) and \(-1/3\). Relative to the interference law for the same envelope, the largest deviation in \(J\) is \(1.2\%\) at \(k_0a=20.9\) and \(0.3\%\) when \(k_0a\) is doubled. For the exponential envelope, which has a cusp at the ion, the deviations at \(k_0a=20.9\) lie between \(1.1\%\) and \(1.4\%\). The fourfold reduction agrees with the inverse-square estimate.

True Bloch functions add components with smaller \(\mathbf q\), whose effect on the attraction was not computed. The deviations quoted above therefore apply only to plane-wave valleys.

# Second half: the envelope integrals and the oscillating coupling

## 6. Symbols and results carried over

The donors \(A\) and \(B\) are separated by a lattice vector \(\mathbf R\) of length \(R\). In effective units \(F=e^{-r}/\sqrt\pi\), and the valley factor \(g\) is the mean of \(\cos k_0X\), \(\cos k_0Y\) and \(\cos k_0Z\). The coupling is

\[
J=E_T-E_S=\frac{2g^2N}{1-g^4s^4},\qquad N=s^2(C-2v)+2sw-K .
\]

Here \(s\) is the envelope overlap, \(v=\langle F_A|r_B^{-1}|F_A\rangle\) and \(w=\langle F_A|r_A^{-1}|F_B\rangle\). \(C\) is the repulsion between the charges \(F_A^2\) and \(F_B^2\), and \(K\) is the integral of \((F_AF_B)(1)(F_AF_B)(2)/r_{12}\). The coupling without valley interference is \(J_0=2N/(1-s^4)\).

## 7. Four of the five integrals

Use the coordinates \(\xi=(r_A+r_B)/R\ge1\) and \(\eta=(r_A-r_B)/R\), with \(-1\le\eta\le1\), and the azimuth \(\phi\). With the midpoint as origin and \(z\) along the donor axis,

\[
z=\tfrac R2\xi\eta,\qquad
\varrho=\tfrac R2\sqrt{(\xi^2-1)(1-\eta^2)} .
\]

The scale factors are \(h_\xi=\frac R2\sqrt{\frac{\xi^2-\eta^2}{\xi^2-1}}\), \(h_\eta=\frac R2\sqrt{\frac{\xi^2-\eta^2}{1-\eta^2}}\) and \(h_\phi=\varrho\). Their product gives \(dV=\frac{R^3}8(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi\). The overlap density is \(F_AF_B=e^{-R\xi}/\pi\).

The integrals over \(\xi\) follow by repeated integration by parts:

\[
\int_1^\infty \xi^n e^{-c\xi}d\xi=e^{-c}\sum_{j=0}^{n}\frac{n!}{(n-j)!\,c^{j+1}} .
\]

**Overlap.** The azimuth gives \(2\pi\), and \(\int_{-1}^1(\xi^2-\eta^2)d\eta=2(\xi^2-\frac13)\). Thus

\[
s=\frac{R^3}2\int_1^\infty\left(\xi^2-\tfrac13\right)e^{-R\xi}d\xi
=e^{-R}\left(1+R+\frac{R^2}3\right).
\]

We have derived the interference law (3), in which the valley phases enter the exchange coupling only through \(g\), and have evaluated the envelope overlap \(s\). The integrals \(w\), \(v\), \(C\) and \(K\) remain, followed by the large-separation limit and the numerical dependence of \(J\) on donor position.
